# Why Hartree-Fock One-Electron Averages Have No First-Order Correlation Error

## One-electron averages and the order of the correlation error

For the helium atom, Hartree-Fock theory gives a mean inverse electron separation $\langle 1/r_{12}\rangle$ that is 8.5% too large, relative to an accurate correlated calculation. The same determinant gives $\langle 1/r\rangle=1.6873$ against a correlated 1.6883, and $\langle r^2\rangle=1.1848$ against 1.1935. These errors are only 0.06% and 0.73%. Why should a wavefunction that describes the pair so much less well do so well for each electron?

Part of the answer is a theorem: the error of a one-electron average has no term of first order in the interaction that Hartree-Fock theory leaves out. The theorem concerns an order, not a size, so the numbers above illustrate it without proving it.

Atomic units are used throughout, with lengths in bohr and energies in hartree. The nucleus is a fixed point charge and relativity is omitted. For helium, $\langle 1/r\rangle$ and $\langle r^2\rangle$ are averages per electron. Orbitals are real.

### The perturbation

Let $i,j$ label occupied spin orbitals, $a,b$ virtual ones, and $p,q$ any of them. The Hamiltonian and the Fock matrix are

$$H=\sum_n h(n)+\sum_{m<n}\frac1{r_{mn}},\qquad f_{pq}=h_{pq}+\sum_j\langle pj||qj\rangle, \tag{1}$$

where $\langle pj||qj\rangle$ is the direct minus the exchange integral. Let $F=\sum_n f(n)$, and define

$$H(\lambda)=F+\lambda V,\qquad V=H-F. \tag{2}$$

At $\lambda=0$ the electrons move independently in the Hartree-Fock field; at $\lambda=1$ the Hamiltonian is the true one. The operator $V$ is called the fluctuation potential. "First order" here means first order in $\lambda$.

The claim is that for any one-electron operator $W=\sum_n w(n)$,

$$\langle W\rangle(\lambda)=\langle W\rangle_{\rm HF}+c_2\lambda^2+O(\lambda^3). \tag{3}$$

The proof uses two conditions. The Hartree-Fock determinant $\Phi$ must be stationary under every mixing of an occupied with a virtual spin orbital, and it must be a non-degenerate eigenstate of $F$. In a finite orbital basis these suffice for a power series near $\lambda=0$. In a complete basis we also assume that the series and the averages exist.

### Stationarity removes the single excitations

Replace $\phi_i$ by $\phi_i+\eta\phi_a$. A determinant is linear in each of its orbitals, so $\Phi$ becomes $\Phi+\eta\Phi_i^a$, where $\Phi_i^a$ has $\phi_a$ in place of $\phi_i$. The two determinants are orthonormal, and the energy is

$$E(\eta)=\frac{\langle\Phi|H|\Phi\rangle+2\eta\langle\Phi|H|\Phi_i^a\rangle+\eta^2\langle\Phi_i^a|H|\Phi_i^a\rangle}{1+\eta^2}. \tag{4}$$

The denominator has no linear term, so $E'(0)=2\langle\Phi|H|\Phi_i^a\rangle$. Stationarity therefore requires

$$\langle\Phi|H|\Phi_i^a\rangle=h_{ia}+\sum_j\langle ij||aj\rangle=f_{ia}=0. \tag{5}$$

The middle expression follows because only one orbital differs. The one-electron part contributes $h_{ia}$, and each other occupied orbital $j$ contributes a direct minus an exchange integral. The term $j=i$ may be included because it is zero. This is Brillouin's theorem.

Equation (5) has two uses. First, $f$ does not mix occupied with virtual orbitals, so each set can be chosen to diagonalize it, with energies $\varepsilon_p$. Then $F\Phi=E_0\Phi$ with $E_0=\sum_i\varepsilon_i$. Second, $\langle\Phi|F|\Phi_i^a\rangle=f_{ia}=0$, so subtraction from (5) gives

$$\langle\Phi|V|\Phi_i^a\rangle=0. \tag{6}$$

In a closed-shell restricted calculation, both spins are rotated together, and stationarity directly gives only $f^\alpha_{ia}+f^\beta_{ia}=0$. The two terms are equal by spin symmetry, so each vanishes. In a restricted open-shell calculation the spin-up and spin-down fields can differ. Their sum may then vanish while each element survives, and the proof fails at (6). An unrestricted determinant, whose spin orbitals are varied independently, satisfies (5) term by term.

### The first-order state contains doubles

Write $\Psi(\lambda)=\Phi+\lambda\Psi_1+\lambda^2\Psi_2+\cdots$, with $\langle\Phi|\Psi_n\rangle=0$ for $n\ge1$, and $E(\lambda)=E_0+\lambda E_1+\lambda^2E_2+\cdots$. The first two orders of $H(\lambda)\Psi=E\Psi$ are

$$(F-E_0)\Psi_1=-(V-E_1)\Phi, \tag{7}$$

$$(F-E_0)\Psi_2=-(V-E_1)\Psi_1+E_2\Phi. \tag{8}$$

Take the product of (7) with an excited determinant $K$, for which $FK=E_KK$. Because $\langle K|\Phi\rangle=0$, the $E_1$ term drops out:

$$\Psi_1=-\sum_{K\ne\Phi}|K\rangle\frac{\langle K|V|\Phi\rangle}{E_K-E_0}. \tag{9}$$

Singles vanish by (6). Triple and higher excitations vanish because $V$ contains at most two-electron operators, which cannot change three orbitals at once. What remains in $\Psi_1$ is a sum of double excitations.

### The average and its first two orders

The state is not normalized to one, so numerator and denominator must both be expanded:

$$\begin{aligned}\langle\Psi|W|\Psi\rangle&=W_0+2\lambda\langle\Phi|W|\Psi_1\rangle\\&\quad+\lambda^2\left[\langle\Psi_1|W|\Psi_1\rangle+2\langle\Phi|W|\Psi_2\rangle\right]+O(\lambda^3),\\ \langle\Psi|\Psi\rangle&=1+\lambda^2\langle\Psi_1|\Psi_1\rangle+O(\lambda^3),\end{aligned} \tag{10}$$

where $W_0=\langle\Phi|W|\Phi\rangle$. The linear term of the quotient is $2\langle\Phi|W|\Psi_1\rangle$. A one-electron operator acts on one orbital at a time. Between $\Phi$ and a double excitation, at least one changed orbital is left to an overlap $\langle i|a\rangle=0$. Hence

$$2\langle\Phi|W|\Psi_1\rangle=0, \tag{11}$$

which proves (3). The quadratic coefficient follows from division in (10):

$$c_2=\langle\Psi_1|W-W_0|\Psi_1\rangle+2\langle\Phi|W|\Psi_2\rangle. \tag{12}$$

The first term is the average over the doubles already present in $\Psi_1$. The second selects the singles in $\Psi_2$. These need not vanish: projecting (8) on a single $S$ gives the amplitude $-\langle S|V|\Psi_1\rangle/(E_S-E_0)$, and $V$ can turn a double into a single.

This fixes the meaning of the theorem. If the true state is written $\Phi+\chi$, the average generally does contain the linear term $2\langle\Phi|W|\chi\rangle$, because $\chi$ contains singles. A small $\chi$ alone therefore does not guarantee a quadratic error: singles of the same order as the doubles would generally give a linear one. Here the error is quadratic in $\lambda$ because the doubles in $\chi$ begin at $\lambda$ but the singles only at $\lambda^2$.

### Explicit formulas for two electrons

For a two-electron closed shell, both electrons occupy the spatial orbital $\phi_1$ in a spin singlet. From here $a,b,c$ label virtual spatial orbitals, $|pq\rangle$ means $\phi_p(1)\phi_q(2)$, and

$$(pq|rs)=\iint\frac{\phi_p(1)\phi_q(1)\phi_r(2)\phi_s(2)}{r_{12}}\,d^3r_1d^3r_2. \tag{13}$$

The Fock operator is $f=h+u$, with $u_{pq}=2(pq|11)-(p1|1q)$, so $V=1/r_{12}-u(1)-u(2)$. In particular $u_{1b}=(11|1b)$.

For a double, the $u$ terms contain the overlap of $\phi_1$ with a virtual orbital and vanish. Thus $\langle ab|V|11\rangle=(1a|1b)$, and (9) becomes

$$\Psi_1=\sum_{ab}t_{ab}|ab\rangle,\qquad t_{ab}=-\frac{(1a|1b)}{\varepsilon_a+\varepsilon_b-2\varepsilon_1}. \tag{14}$$

For the second-order singles we need

$$\langle1a|V|bc\rangle=(1b|ac)-u_{1b}\delta_{ac}. \tag{15}$$

The term with $u(2)$ is absent because it contains $\langle1|b\rangle=0$. Multiplying by $t_{bc}$, summing, and dividing by the orbital-energy difference gives

$$s_a=-\frac{\sum_{bc}t_{bc}(1b|ac)-\sum_bt_{ba}(11|1b)}{\varepsilon_a-\varepsilon_1}. \tag{16}$$

By exchange symmetry the singles part of $\Psi_2$ is $\sum_as_a(|1a\rangle+|a1\rangle)$.

Now take the average per electron, $W=\tfrac12[w(1)+w(2)]$, so $W_0=w_{11}$. The two electrons contribute equally to the doubles term, which cancels the factor $\tfrac12$. For the singles, $\langle11|W|1a\rangle=\langle11|W|a1\rangle=\tfrac12w_{1a}$, so $\langle\Phi|W|\Psi_2\rangle=\sum_as_aw_{1a}$. Equation (12) becomes

$$c_2=\underbrace{\sum_{abc}t_{ac}t_{bc}w_{ab}-w_{11}\sum_{ab}t_{ab}^2}_{\text{doubles}}+\underbrace{2\sum_as_aw_{1a}}_{\text{singles}}. \tag{17}$$

### Two cases with a first-order change

The operator $1/r_{12}$ acts on both electrons and does connect $\Phi$ to doubles. Its first-order change is

$$2\langle\Phi|1/r_{12}|\Psi_1\rangle=2\sum_{ab}t_{ab}(1a|1b)=2E_2. \tag{18}$$

The last equality follows from projecting (8) on $\Phi$, which gives $E_2=\langle\Phi|V|\Psi_1\rangle$. For the ground state of $F$ the denominators in (14) are positive, so $E_2$ is negative unless all the integrals vanish. To first order, correlation lowers the mean repulsion.

The choice of reference also matters. Start instead from two electrons that feel only a nucleus of charge $Z$, and switch on the whole repulsion as $\lambda/r_{12}$. The reference is then not stationary with respect to what is added, and singles enter at first order. The resulting slope of $\langle1/r\rangle$ can be found from the energy.

With $\mathbf r=\boldsymbol\rho/Z$, the Hamiltonian is $Z^2$ times that for unit nuclear charge with repulsion $(\lambda/Z)/\rho_{12}$. Its ground energy is therefore

$$E=-Z^2+e_1Z\lambda+e_2\lambda^2+O(\lambda^3/Z). \tag{19}$$

Here $e_1$ is the repulsion of two hydrogen 1s densities $e^{-2\rho}/\pi$. The potential of one density is the enclosed charge divided by $\rho$, plus the contribution of the outer shells:

$$\begin{aligned}U(\rho)&=\frac{1-e^{-2\rho}(1+2\rho+2\rho^2)}{\rho}+e^{-2\rho}(1+2\rho)\\&=\frac1\rho-e^{-2\rho}\left(1+\frac1\rho\right).\end{aligned} \tag{20}$$

Averaging over the other density gives

$$\begin{aligned}e_1&=4\int_0^\infty\left[\rho e^{-2\rho}-\rho^2e^{-4\rho}-\rho e^{-4\rho}\right]d\rho\\&=4\left(\tfrac14-\tfrac1{32}-\tfrac1{16}\right)=\tfrac58.\end{aligned} \tag{21}$$

By the Hellmann-Feynman theorem, $dE/dZ=-\langle1/r_1+1/r_2\rangle=-2\langle1/r\rangle$. Hence

$$\langle1/r\rangle=Z-\tfrac5{16}\lambda+O(\lambda^3/Z^2). \tag{22}$$

The slope $-5/16$ describes screening: each electron is pushed outward by the average charge of the other. Hartree-Fock theory includes this response in its orbitals before the fluctuation potential is switched on.

### Helium: testing the order

The order was tested by diagonalizing $H(\lambda)$ in the complete singlet two-electron space of 44 Gaussian orbitals of s, p and d type. This space has 990 pair states. Derivatives at $\lambda=0$ were taken by finite differences with step 0.02.

The largest Hamiltonian element between $\Phi$ and a single is $1\times10^{-10}$ hartree, while the largest to a double is 0.135 hartree. The slopes of $\langle1/r\rangle$ and $\langle r^2\rangle$ are $1\times10^{-10}$ and $-5\times10^{-10}$ in their atomic units, zero within the numerical tolerance. From the bare-nucleus reference, the corresponding slopes are $-0.3125$ and 0.2988. The first agrees with (22), and both show that the operators themselves can respond at first order.

For the pair operator, the slope is $-0.0709$, equal to $2E_2=2(-0.03547)$ as (18) requires. Both are values for this basis; with angular momenta up to $l=8$, $E_2$ is about $-0.0373$. When $\lambda$ is doubled from 0.02 to 0.04, the norm of the doubles grows by a factor of 2.007 and that of the singles by a factor of 4.013. These ratios confirm the linear and quadratic onsets.

The quadratic coefficients from (17) agree with the finite differences:

$$\begin{aligned}c_2(1/r)&=-0.00101+0.00312=0.00211,\\c_2(r^2)&=0.00386-0.00072=0.00314.\end{aligned} \tag{23}$$

In each line the doubles come first and the singles second. These coefficients belong to this basis and are not converged. With a saturated radial basis and angular momenta up to $l=8$ they become about $-0.00105+0.00335=0.0023$ and $0.00388-0.00155=0.0023$. The signs are unchanged, but $c_2(r^2)$ falls by about a quarter. The doubles lower $\langle1/r\rangle$ and raise $\langle r^2\rangle$: by these two measures, the virtual orbitals they populate lie farther out than $\phi_1$ on average, though not necessarily each one. The second-order singles act in the opposite direction for both operators.

At $\lambda=1$ the singles have a weight of only $9\times10^{-6}$ in this basis ($8\times10^{-6}$ in a larger one), against $8\times10^{-3}$ for the doubles. Their effect can still be comparable, because singles enter an average linearly through $\langle\Phi|W|\chi\rangle$, while doubles enter through products of two amplitudes.

### Helium: reading the size of the error

The accurate values in the opening come from a variational expansion in $r_1+r_2$, $r_1-r_2$ and $r_{12}$ with 50 functions. Relative to 34 functions, $\langle r^2\rangle$ changes by 0.00007 and $\langle1/r\rangle$ is unchanged to five decimals. Larger expansions still move both by one unit in the fifth decimal, to 1.68832 and 1.19348, so the last digit in (24) is uncertain by about one. The Hartree-Fock values come from 18 s-type Gaussians. The errors, Hartree-Fock minus correlated, are

$$\begin{aligned}\Delta\langle1/r\rangle&=1.68728-1.68831=-0.00103,\\ \Delta\langle r^2\rangle&=1.18483-1.19349=-0.00866,\\ \Delta\langle1/r_{12}\rangle&=1.02577-0.94582=0.07995.\end{aligned} \tag{24}$$

Second order alone does not account for the first two. In the s, p, d basis, the full changes from $\lambda=0$ to 1 are 0.0007 for $\langle1/r\rangle$ and 0.0097 for $\langle r^2\rangle$. Comparison with (23) shows that the terms beyond second order add about $-0.0014$ and $+0.0065$. They cancel more than half of $c_2$ in one case and are at least twice as large as $c_2$ in the other. With angular momenta up to $l=8$ they are about $-0.0013$ and $+0.0064$, or 55% of $c_2$ and 2.7 times $c_2$. The absence of a linear term therefore does not make $c_2$ an adequate estimate of the error.

This basis also has an error of its own. Its energy, $-2.9026$ hartree, lies 0.0011 hartree above that of the 50-function expansion, and its changes in the two averages differ from the accurate 0.0010 and 0.0087. It serves to test the orders and formula (17), while (24) gives the better estimate of the errors.

### The limit of large nuclear charge

The nuclear charge supplies a physical parameter that controls the order. In the scaled coordinate $\boldsymbol\rho$, both $1/r_{12}$ and the mean field $u$ carry a factor $1/Z$ relative to the one-electron Hamiltonian. So does $V$, while the excitation energies approach those of hydrogen-like orbitals and do not go to zero. For the two-electron closed shell, (3) then says that the Hartree-Fock error of a scaled one-electron average is at most of order $1/Z^2$, provided the expansion in $1/Z$ exists.

For $\langle1/r\rangle$ the error is smaller still. The Hartree-Fock energy is stationary with respect to its orbital, so it obeys the same Hellmann-Feynman relation as the true energy. With $E_c=E-E_{\rm HF}$,

$$\langle1/r\rangle-\langle1/r\rangle_{\rm HF}=-\frac12\frac{dE_c}{dZ}. \tag{25}$$

The Hartree-Fock energy scales in the same way as (19) and has the same first two terms, because relaxation of the orbital changes the energy only from second order. The difference is therefore $E_c=k_0+k_1/Z+\cdots$, with constants $k_0$ and $k_1$. The constant $k_0$ drops out of (25), leaving

$$\langle1/r\rangle-\langle1/r\rangle_{\rm HF}=\frac{k_1}{2Z^2}+O(Z^{-3}). \tag{26}$$

Since $\langle1/r\rangle$ itself grows as $Z$, its relative error falls at least as fast as $1/Z^3$. The general argument guarantees only $1/Z^2$, which is what it gives for $\langle r^2\rangle$.

Equation (26) also bears on the cancellation seen in helium. A contribution to $c_2$ of order $1/Z^2$ in the scaled average would produce an error of order $1/Z$ in $\langle1/r\rangle$, which (26) excludes. The doubles and singles in (17) must therefore cancel at that leading order. What can survive of $c_2$ begins at the next order, $1/Z^3$ in the scaled average, where the cubic term can also begin. The expansion in $1/Z$ therefore gives no reason for second order to dominate third. This does not by itself explain the large higher-order correction to $\langle1/r\rangle$ at $Z=2$. The correction to $\langle r^2\rangle$ is larger still relative to its $c_2$, although (26) removes no leading term there.

In other systems small denominators in (9) can make the error large. If a double excitation lies close to $\Phi$ in energy and its coupling to $\Phi$ through $V$ is not correspondingly small, its amplitude is large. The quadratic error can then be large even though the linear one vanishes. If the two are degenerate under $F$ and coupled by $V$, the expansion about a single determinant is no longer valid. The numerical output below lists the helium values used here.

## Calculated quantities

```
Helium, atomic units (hartree, bohr)
Correlated expansion: 34 and 50 functions, zeta = 2.0 bohr^-1
HF, 18 s functions: E = -2.861678 hartree
  <1/r> = 1.68728 bohr^-1, <r^2> = 1.18483 bohr^2, <1/r12> = 1.02577 bohr^-1
Correlated, smaller: E = -2.903720 hartree
  <1/r> = 1.68831 bohr^-1, <r^2> = 1.19342 bohr^2, <1/r12> = 0.94582 bohr^-1
Correlated, larger: E = -2.903723 hartree
  <1/r> = 1.68831 bohr^-1, <r^2> = 1.19349 bohr^2, <1/r12> = 0.94582 bohr^-1
Virial ratio -V/T: HF 2.000002, correlated 2.000004
HF minus correlated, <1/r>: -0.00103 a.u., -0.061 percent
HF minus correlated, <r^2>: -0.00866 a.u., -0.726 percent
HF minus correlated, <1/r12>: 0.07995 a.u., 8.453 percent
s,p,d basis: 44 orbitals, 990 singlet pair states
Occupied orbital energy: -0.91795 hartree
Largest |<HF|H|single>|: 1.0e-10 hartree
Largest |<HF|H|double>|: 0.1348 hartree
Step in lam: 0.02
<1/r> in bohr^-1, s,p,d basis:
  HF 1.68728, full lam=1 1.68798, change 0.00070
  slope at lam=0: 1.1e-10
  c2 by finite difference: 0.002108
  c2 by orbital sums: 0.002108 = doubles -0.001012 + singles 0.003120
<r^2> in bohr^2, s,p,d basis:
  HF 1.18484, full lam=1 1.19451, change 0.00966
  slope at lam=0: -5.3e-10
  c2 by finite difference: 0.003144
  c2 by orbital sums: 0.003144 = doubles 0.003859 + singles -0.000715
Second-order energy E2: -0.035472 hartree
Slope of <1/r12>: -0.070945 bohr^-1; 2*E2 = -0.070945
Bare-nucleus reference, slope of <1/r>: -0.31250 bohr^-1; -5/16 = -0.31250
Bare-nucleus reference, slope of <r^2>: 0.29881 bohr^2
Norm ratio on doubling lam: singles 4.013, doubles 2.007
Weights at lam=1: singles 9.25e-06, doubles 8.08e-03
Energy at lam=1, s,p,d basis: -2.902635 hartree
```
